# Doubling Chebyshev Moments with the Product Rule

Take a Hermitian matrix $X$ and a normalized eigenvector $|a\rangle$ with eigenvalue $x=\cos\theta$. The Chebyshev polynomial $T_n$ is defined by $T_n(\cos\theta)=\cos n\theta$, so applying it to this vector multiplies the vector by a number:

$$|a_n\rangle=T_n(X)|a\rangle=\cos(n\theta)\,|a\rangle .$$

The overlap with the starting vector is $\langle a|a_n\rangle=\cos n\theta$. The squared length of the same vector is $\langle a_n|a_n\rangle=\cos^2 n\theta$, and

$$2\langle a_n|a_n\rangle-1=2\cos^2 n\theta-1=\cos 2n\theta .$$

A vector produced by a polynomial of degree $n$ has thus given the value of the polynomial of degree $2n$. Nothing further had to be done with the matrix. The same economy is available for any starting vector, and it matters in calculations where multiplying a large matrix into a vector is the main expense.

Let $H$ be a Hermitian Hamiltonian. Choose an energy shift $b$ and a scale $s>0$ such that all eigenvalues of

$$X=\frac{H-b}{s}$$

lie between $-1$ and $1$. For a starting vector $|a\rangle$, which need not be normalized, the Chebyshev moments are

$$\mu_m=\langle a|T_m(X)|a\rangle .$$

If $|k\rangle$ are orthonormal eigenvectors of $X$ with eigenvalues $x_k=\cos\theta_k$, then

$$\mu_m=\sum_k|\langle k|a\rangle|^2\cos m\theta_k .$$

The moments are therefore a signal sampled at the integer "times" $m$. Its frequencies $\theta_k$ encode the energies, and its amplitudes are the weights of the eigenvectors in $|a\rangle$. Filter diagonalization extracts frequencies from such a signal. The kernel polynomial method sums it into a smooth density. Both resolve more when the signal is longer.

The vectors are built by a recurrence. The cosine addition formulas are

$$\cos(m+n)\theta=\cos m\theta\cos n\theta-\sin m\theta\sin n\theta,$$
$$\cos(m-n)\theta=\cos m\theta\cos n\theta+\sin m\theta\sin n\theta .$$

In their sum the sine terms cancel:

$$2\cos m\theta\cos n\theta=\cos(m+n)\theta+\cos(m-n)\theta .$$

Setting $m=1$ and $x=\cos\theta$ gives $2xT_n=T_{n+1}+T_{n-1}$. Since $T_0=1$ and $T_1=x$, every $T_n$ is a polynomial with real coefficients and degree $n$. Replacing $x$ by $X$ and acting on $|a\rangle$ yields

$$|a_0\rangle=|a\rangle,\qquad |a_1\rangle=X|a\rangle,\qquad |a_{n+1}\rangle=2X|a_n\rangle-|a_{n-1}\rangle .$$

Each new vector costs one matrix-vector product. Taking its overlap with $|a\rangle$ gives one new moment, so this direct method needs $2N$ products to reach $\mu_{2N}$.

For general $m$ and $n$, the cosine identity reads

$$2T_m(x)T_n(x)=T_{m+n}(x)+T_{|m-n|}(x),$$

where the absolute value is allowed because the cosine is even. This holds for all $x$ in $[-1,1]$. Two polynomials that agree on an interval have the same coefficients, and powers of a matrix multiply as powers of a number do, $X^pX^q=X^{p+q}$. The rule is therefore also valid with $x$ replaced by $X$. Two choices of indices are needed:

$$m=n:\qquad T_{2n}(X)=2T_n(X)^2-T_0(X),$$
$$m=n+1:\qquad T_{2n+1}(X)=2T_{n+1}(X)T_n(X)-T_1(X).$$

Now take the expectation value in $|a\rangle$. Because $X^\dagger=X$ and the coefficients of $T_m$ are real, $T_m(X)^\dagger=T_m(X)$. Hence $\langle a|T_m(X)$ is the bra belonging to $|a_m\rangle$, and

$$\langle a|T_m(X)T_n(X)|a\rangle=\langle a_m|a_n\rangle .$$

The two operator identities become

$$\boxed{\;\mu_{2n}=2\langle a_n|a_n\rangle-\mu_0,\qquad \mu_{2n+1}=2\langle a_{n+1}|a_n\rangle-\mu_1\;}$$

The subtracted terms are $\mu_0=\langle a|a\rangle$, which equals 1 for a normalized vector, and $\mu_1=\langle a|X|a\rangle$. The second inner product is real even for complex vectors: $T_{n+1}(X)$ and $T_n(X)$ are Hermitian and commute, so their product is Hermitian. At $n=0$ both formulas reduce to $\mu_0=\mu_0$ and $\mu_1=\mu_1$, which shows that the subtractions have the right size and sign.

In a calculation one first forms $|a_1\rangle$ and records $\mu_0$ and $\mu_1$. The squared length of $|a_1\rangle$ gives $\mu_2$. After $|a_2\rangle$ is formed, its overlap with $|a_1\rangle$ gives $\mu_3$ and its squared length gives $\mu_4$. Each further product adds two moments in the same way. With $N$ products one has the vectors up to $|a_N\rangle$ and all moments from $\mu_0$ to $\mu_{2N}$, a total of $2N+1$. The two latest vectors suffice for each step, so the earlier ones can be overwritten.

The number of inner products is unchanged, since each moment still needs one. If a matrix product together with the recurrence update takes time $c$, and an inner product takes time $d$, the ratio of the two running times for large $N$ is

$$\frac{Nc+2Nd}{2Nc+2Nd}=\frac{c/2+d}{c+d}.$$

It approaches one half when $c\gg d$. For a very sparse matrix $c$ and $d$ can be comparable, and the saving in time is then smaller than the saving in matrix products. If $|a\rangle$ is a single basis vector, the direct method reads one entry instead of forming an inner product, and the ratio becomes $\tfrac12+d/c$.

A ring of sites shows the arithmetic. Let neighbouring sites be joined by a hopping element $-t$ with $t=1$ eV, and let the on-site energies alternate between $+\Delta$ and $-\Delta$ with $\Delta=0.5$ eV. Take $b=0$ and $s=2.5$ eV. In $X$ the hopping is then $-0.4$ and the on-site elements are $\pm0.2$. Start on site 0, whose energy is $+\Delta$. One application of $X$ gives, on sites $-2$ to $2$,

$$a_1=(0,\,-0.4,\,0.2,\,-0.4,\,0).$$

For the next vector, site 0 of $Xa_1$ receives $0.2\times0.2$ from itself and $(-0.4)(-0.4)$ from each neighbour, in total $0.36$. The recurrence turns this into $2\times0.36-1=-0.28$. On sites $\pm1$ the on-site part $(-0.2)(-0.4)=0.08$ cancels the hopping part $(-0.4)(0.2)=-0.08$. Sites $\pm2$ receive $(-0.4)(-0.4)=0.16$, which is doubled. Thus

$$a_2=(0.32,\,0,\,-0.28,\,0,\,0.32).$$

The inner products are

$$\langle a_1|a_1\rangle=0.04+2\times0.16=0.36,$$
$$\langle a_2|a_1\rangle=(-0.28)(0.2)=-0.056,$$
$$\langle a_2|a_2\rangle=0.0784+2\times0.1024=0.2832 .$$

With $\mu_0=1$ and $\mu_1=0.2$, two matrix products have given

$$\mu_2=2(0.36)-1=-0.28,$$
$$\mu_3=2(-0.056)-0.2=-0.312,$$
$$\mu_4=2(0.2832)-1=-0.4336 .$$

The entry of $a_2$ on site 0 is also $\mu_2$, as the direct method requires. The direct method reads this one entry and ignores the rest of the vector. The doubled formula uses the amplitude that has spread to the other sites as well. A contribution to $\mu_4$ from a walk that goes out two sites and comes back is assembled from two outward halves, one in the bra and one in the ket.

To see what the additional moments are worth, define the local density of states in the scaled energy,

$$\rho(x)=\sum_k|\langle k|a\rangle|^2\delta(x-x_k),\qquad \mu_m=\int_{-1}^{1}\rho(x)T_m(x)\,dx .$$

With $x=\cos\theta$ one has $dx/\sqrt{1-x^2}=-d\theta$, and the orthogonality of cosines on $[0,\pi]$ gives

$$\int_{-1}^{1}\frac{T_mT_n}{\pi\sqrt{1-x^2}}\,dx=\begin{cases}1,&m=n=0\\ \tfrac12,&m=n\ge1\\ 0,&m\ne n.\end{cases}$$

An expansion of $\rho$ in the functions $T_m/(\pi\sqrt{1-x^2})$ therefore has coefficient $\mu_0$ for $m=0$ and $2\mu_m$ for $m\ge1$. If $M$ moments are known, the series must stop at $m=M-1$. An abrupt stop leaves oscillations and can make the density negative, so each term is multiplied by a damping factor $g_m$, with $g_0=1$. Since $dx=dE/s$, the density per unit energy is

$$\rho_M(E)=\frac{1}{\pi s\sqrt{1-x^2}}\left[\mu_0+2\sum_{m=1}^{M-1}g_m\mu_mT_m(x)\right],\qquad x=\frac{E-b}{s}.$$

Suitable factors follow from demanding a nonnegative result. For real numbers $b_0,\dots,b_{M-1}$ with $\sum_\nu b_\nu^2=1$, set $g_m=\sum_{\nu=0}^{M-1-m}b_\nu b_{\nu+m}$. Then

$$1+2\sum_{m=1}^{M-1}g_m\cos m\varphi=\left|\sum_{\nu=0}^{M-1}b_\nu e^{i\nu\varphi}\right|^2\ge0 .$$

A single level at $x_0=\cos\theta_0$ contributes terms $\cos m\theta\cos m\theta_0$. By the cosine identity these are averages of the expression above at $\varphi=\theta+\theta_0$ and $\varphi=\theta-\theta_0$, so its density is nonnegative too.

The Jackson factors make $g_1=\sum_\nu b_\nu b_{\nu+1}$ as large as possible, which keeps the damping of the first moment weak. The stationary condition is $\tfrac12(b_{\nu-1}+b_{\nu+1})=\lambda b_\nu$, with $b_{-1}=b_M=0$. Its solutions are $b_\nu\propto\sin[k(\nu+1)q]$ with $q=\pi/(M+1)$, $k=1,\dots,M$ and $\lambda=\cos kq$. Multiplying the stationary condition by $b_\nu$ and summing over $\nu$ gives $g_1=\lambda$, so the largest $g_1$ belongs to $k=1$. Normalization gives $b_\nu^2=\frac{2}{M+1}\sin^2[(\nu+1)q]$, and hence

$$g_m=\frac{1}{M+1}\sum_{j=1}^{M-m}\left[\cos mq-\cos(2j+m)q\right].$$

The second cosine sum is $\sin[(M-m)q]\cos[(M+1)q]/\sin q$. Here $\cos[(M+1)q]=\cos\pi=-1$, and $(M-m)q=\pi-(m+1)q$, so the sum equals $-\sin[(m+1)q]/\sin q$. Expanding this last sine gives

$$g_m=\frac{(M-m+1)\cos mq+\sin mq\,\cot q}{M+1}.$$

The resulting resolution can be found for a level at $x_0=0$. Its broadened density has mean zero. Since $x^2=(1+T_2)/2$ and $T_2(0)=-1$, its variance in $x$ is $(1-g_2)/2$. Using $\sin 2q\cot q=2\cos^2q=1+\cos2q$,

$$g_2=\frac{M\cos2q+1}{M+1},\qquad \frac{1-g_2}{2}=\frac{M}{M+1}\sin^2q .$$

The standard deviation in energy is therefore

$$\sigma=s\sqrt{\frac{M}{M+1}}\,\sin\frac{\pi}{M+1}\simeq\frac{\pi s}{M}\qquad(M\gg1).$$

Twice as many moments give nearly half the width.

Now let the ring have 400 sites and allow $N=128$ matrix products. The direct method gives 129 moments and the doubled method gives 257. For these, $\sigma=0.0602$ eV and $0.0304$ eV. To reach the same 257 moments, the direct method needs 256 products. The last moment is $\mu_{256}=-0.0438$ by either route, still about 4% of $\mu_0$ in magnitude, so the signal has not died out at this length.

Evaluating the spectral sum for $\mu_m$ after full numerical diagonalization gives a third set of values. In double precision, the largest absolute difference from this set is $1.2\times10^{-14}$ for both recurrence methods. This figure includes the rounding errors of the diagonalization itself, so it confirms the moments but does not rank the two methods by accuracy. The doubled formula multiplies the rounding error of an inner product by two, but it does not feed that error into the next moment: apart from $\mu_0$ and $\mu_1$, no earlier moment enters.

These moments also belong to the infinite chain. Each factor of $X$ moves amplitude by at most one site, so a term that closes around the ring needs at least 400 factors, while the highest polynomial has degree 256. The infinite chain has a density that can be written down. For wave number $k$ per site, its two kinds of site are coupled by

$$h_k=\begin{pmatrix}\Delta&-2t\cos k\\-2t\cos k&-\Delta\end{pmatrix},\qquad h_k^2=\varepsilon_k^2\,\mathbf 1,\qquad \varepsilon_k^2=\Delta^2+4t^2\cos^2k .$$

The eigenvalues are $E=\pm\varepsilon_k$. The projector on the state with energy $E$ is $(\mathbf 1+h_k/E)/2$, so its weight on a $+\Delta$ site is $(E+\Delta)/(2E)$. By symmetry $k$ may be taken uniform on $[0,\pi/2]$, with density $2/\pi$. Differentiating $\varepsilon_k^2$ gives

$$\left|\frac{dk}{d\varepsilon}\right|=\frac{\varepsilon}{4t^2\sin k\cos k}=\frac{|E|}{\sqrt{(E^2-\Delta^2)(\Delta^2+4t^2-E^2)}},$$

because the two factors under the root are $4t^2\cos^2k$ and $4t^2\sin^2k$. Multiplying weight, density and derivative,

$$\rho(E)=\frac{|E+\Delta|}{\pi\sqrt{(E^2-\Delta^2)(\Delta^2+4t^2-E^2)}}$$

for $\Delta<|E|<\sqrt{\Delta^2+4t^2}=2.06$ eV, and zero in the gap $|E|<\Delta$.

At $E=1$ eV this is $1.5/(\pi\sqrt{0.75\times3.25})=0.3058$ eV$^{-1}$. The kernel result is $0.3070$ eV$^{-1}$ with 129 moments and $0.3061$ eV$^{-1}$ with 257. Relative to the chain value, the errors are about 0.4% and 0.1%. A fall by a factor near four is what smoothing suggests where the density varies slowly: in the angle $\theta$ the kernel is even, the linear term of a Taylor expansion averages to zero, and the quadratic term scales as the square of the width.

The difference is much larger near the band edge. At $E=0.4$ eV, inside the gap and $0.1$ eV below the upper band, the true density is zero. The kernel gives $0.068$ eV$^{-1}$ with 129 moments and $0.0033$ eV$^{-1}$ with 257. Measured by the widths found above for a level at $E=0$, the edge is 1.7 standard deviations away in the first case and 3.3 in the second. For the same number of matrix products, the false density at this energy has dropped by a factor of about 20. This factor belongs to this energy and these two lengths. The Jackson kernel is not a Gaussian: at an angle $\varphi$ well outside its central peak it oscillates under an envelope proportional to $1/(M^3\varphi^4)$, so deep in the gap a doubling of $M$ lowers the false density only by a factor of order eight.

The derivation used the same vector on both sides. For a cross moment $\langle b|T_m(X)|a\rangle$ with a different vector $|b\rangle$, the product rule gives

$$\langle b|T_{2n}(X)|a\rangle=2\langle b_n|a_n\rangle-\langle b|a\rangle,$$
$$\langle b|T_{2n+1}(X)|a\rangle=2\langle b_{n+1}|a_n\rangle-\langle b|X|a\rangle,$$

where $|b_n\rangle=T_n(X)|b\rangle$ needs its own recurrence. Two sequences of $N$ products cost as much as one direct sequence of $2N$, so for unrelated vectors a single series of cross moments gains nothing. The two sequences do, however, also supply the moments of $|a\rangle$ and of $|b\rangle$ separately. An exception arises when $|b\rangle=P|a\rangle$ with an operation $P$ that commutes with $X$, such as a translation by two sites on the ring. Then $|b_n\rangle=P|a_n\rangle$ needs no recurrence, and the full saving remains. A trace estimated from several random vectors keeps the full saving, because it is a sum of moments with equal vectors on both sides. The formulas are then applied to each vector with its own $\mu_0$ and $\mu_1$.

The derivation also used $X^\dagger=X$. Absorbing potentials, which filter diagonalization may use to describe decaying states, make the Hamiltonian non-Hermitian. The bra of $|a_n\rangle$ is then $\langle a|T_n(X^\dagger)$, and the step to $\langle a_m|a_n\rangle$ fails. If the matrix is complex but symmetric, $X^T=X$, the remedy is to omit the complex conjugation. Writing $a$ for the column of components and $\tilde\mu_m=a^TT_m(X)a$, one has $a^TT_m(X)=(T_m(X)a)^T=a_m^T$, and therefore

$$\tilde\mu_{2n}=2a_n^Ta_n-\tilde\mu_0,\qquad \tilde\mu_{2n+1}=2a_{n+1}^Ta_n-\tilde\mu_1 .$$

These identities hold for any complex symmetric $X$, but the moments need no longer stay bounded. An eigenvalue off the real interval $[-1,1]$ has a complex angle $\theta$, and $\cos m\theta$ then grows exponentially with $m$. A long series can therefore reach very large values, which limits the practical use of the plain recurrence with an absorbing potential. Calculations of that kind usually damp the recurrence itself, and the formulas above do not carry over to it unchanged.

For one random complex symmetric matrix of size 40, scaled to a largest singular value of 0.9, and a complex unit vector, the moments up to $m=8$ were also computed from explicit powers of $X$. The conjugated formula misses $\langle a|T_m(X)|a\rangle$ by as much as 4.4, while $\mu_0=1$. The unconjugated formula agrees with $\tilde\mu_m$ to within $10^{-15}$.

The same transpose argument doubles an ordinary time signal. Let $H$ be symmetric, let $a$ be real, and let $a(\tau)=e^{-iH\tau/\hbar}a$. The evolution matrix is symmetric, so

$$\langle a|e^{-2iH\tau/\hbar}|a\rangle=a^Te^{-iH\tau/\hbar}e^{-iH\tau/\hbar}a=a(\tau)^Ta(\tau).$$

Propagation to time $\tau$ gives the signal at $2\tau$. With conjugation and a Hermitian $H$, the right side would be the conserved norm, which carries no information about the frequencies. In the Chebyshev case the polynomials are real functions of $X$, so for Hermitian $X$ the ordinary inner product does the work, and $|a\rangle$ may be complex.
